\section*{Atomistic spin dynamics coupled to a laser-heated electron bath}

\section{One free spin in a warming bath}

Take a classical unit vector $\mathbf S$ with magnetic moment $\mu$, no exchange and no applied field. Electrons act on it through a random field $\mathbf b(t)$, and the spin obeys
\begin{equation}
\dot{\mathbf S}=-g\,\mathbf S\times(\mathbf b+\alpha\,\mathbf S\times\mathbf b),\qquad g=\frac{\gamma}{1+\alpha^2},
\end{equation}
with $\gamma>0$ and damping $\alpha$. The noise is white, $\langle b_a(t)b_b(t')\rangle=2D(t)\,\delta_{ab}\,\delta(t-t')$, and is read in the Stratonovich sense, as the limit of a field with a short memory.

In a short step $\Delta t$ the spin feels the impulse $\boldsymbol\beta=\int\mathbf b\,dt$. Each component is Gaussian with variance $V=\int 2D\,dt$, because independent variances add. The spin turns by the rotation vector $\mathbf q=g(\boldsymbol\beta+\alpha\mathbf S\times\boldsymbol\beta)$. Let $\boldsymbol\beta_\perp$ be the part of $\boldsymbol\beta$ perpendicular to $\mathbf S$. The vectors $\boldsymbol\beta_\perp$ and $\mathbf S\times\boldsymbol\beta_\perp$ are perpendicular to each other and equally long, so
\begin{equation}
\langle q_\perp^2\rangle=g^2(1+\alpha^2)\,2V=\frac{2\gamma^2V}{1+\alpha^2}.
\end{equation}
Since the length is fixed, $\mathbf S'\cdot\mathbf S=1-\tfrac12|\mathbf S'-\mathbf S|^2$. Symmetry about $\mathbf S$ puts the mean of $\mathbf S'$ along $\mathbf S$. To first order in $V$ it therefore shrinks by the factor $1-\gamma^2V/(1+\alpha^2)$, and many short steps give
\begin{equation}
\langle\mathbf S(t)\cdot\mathbf S(0)\rangle=\exp\Big[-\frac{\gamma^2}{1+\alpha^2}\int_0^t2D\,dt'\Big].
\label{free}
\end{equation}

The next section shows that $D=\alpha kT_e/(\gamma\mu)$. The decay then depends on the history of the electron temperature $T_e$ through $\int T_e\,dt$ alone. The naive scheme sets the noise from $T_e$ at the start of each step. For a linear ramp from 100 to 1100 K in ten steps of 20 fs, the true integral is $600\times0.2=120$ K\,ps. The naive sum is $0.02\times(100+200+\dots+1000)=110$ K\,ps, or 0.917 of it.

A simulation of 60\,000 free spins with $\alpha=0.005$ gave a decay exponent of 0.909 times the exact one with start-of-step temperatures, and 1.000 times with step means. The sampling error is about 0.4\%: for small exponents $1-S_z$ is nearly exponentially distributed, so its relative error is $1/\sqrt{60\,000}$. The cure is to draw the impulse with variance
\begin{equation}
V=\frac{2\alpha k}{\gamma\mu}\int_t^{t+\Delta t}T_e\,dt'.
\label{variance}
\end{equation}

\section{Exchange fixes the noise strength}

Now let the spins interact through
\begin{equation}
E=-J\sum_{\rm pairs}\mathbf S_i\cdot\mathbf S_j,\qquad \mathbf H_i=-\frac{\partial E}{\partial\mathbf S_i}=J\sum_{j\in i}\mathbf S_j .
\end{equation}
Here $j\in i$ runs over the neighbours of $i$, $\mathbf H_i$ is an energy, and $\mathbf b$ is replaced by $\mathbf X_i=\mathbf H_i/\mu+\mathbf b_i$. The damping part of the motion is
\begin{equation}
-\frac{g\alpha}{\mu}\mathbf S_i\times(\mathbf S_i\times\mathbf H_i)=\Lambda\mathbf H_{i\perp}=-\Lambda\nabla_iE,\qquad \Lambda=\frac{\alpha\gamma}{\mu(1+\alpha^2)},
\end{equation}
where $\nabla_i$ is the gradient on the unit sphere. The noise has no preferred tangential direction and so produces pure diffusion. On a surface the mean square displacement is $4D_r\Delta t$. Equating this to $\langle q_\perp^2\rangle$ with $V=2D\Delta t$ gives $D_r=\gamma^2D/(1+\alpha^2)$.

At constant temperature the dissipative probability current is $-\Lambda P\nabla_iE-D_r\nabla_iP$. For $P\propto e^{-E/kT}$ we have $\nabla_iP=-P\nabla_iE/kT$, and the current vanishes if
\begin{equation}
D_r=\Lambda kT\quad\Longrightarrow\quad D=\frac{1+\alpha^2}{\gamma^2}\,\frac{\alpha\gamma kT}{\mu(1+\alpha^2)}=\frac{\alpha kT}{\gamma\mu}.
\end{equation}
Precession leaves a current, but a harmless one. It turns $\mathbf S_i$ about $\mathbf H_i$, which does not depend on $\mathbf S_i$, so it preserves area on the sphere, and it moves along surfaces of constant $E$. The Boltzmann law is thus stationary for any $\alpha>0$; damping sets the speed of approach.

\section{A step that keeps the spin length}

An Euler step adds a vector $\boldsymbol\delta$ perpendicular to $\mathbf S$ and gives $|\mathbf S+\boldsymbol\delta|^2=1+\delta^2$. Under strong heating the spins grow at every step. Instead, define the new spin by
\begin{equation}
\mathbf S'-\mathbf S=\tfrac12\mathbf q\times(\mathbf S+\mathbf S').
\end{equation}
The scalar product with $\mathbf S+\mathbf S'$ gives $|\mathbf S'|^2-|\mathbf S|^2=0$.

To solve for $\mathbf S'$, write $A=\tfrac12\mathbf q\times$, so that $(1-A)\mathbf S'=(1+A)\mathbf S$. On vectors perpendicular to $\mathbf q$, $A^2=-q^2/4$, hence $(1-A)^{-1}=(1+A)/(1+q^2/4)$ and $(1+A)^2=1-q^2/4+\mathbf q\times$. The component along $\mathbf q$ is unchanged; writing its factor as $1=(1-q^2/4+q^2/2)/(1+q^2/4)$ and using $q^2\mathbf S_\parallel=\mathbf q(\mathbf q\cdot\mathbf S)$, we find
\begin{equation}
\mathbf S'=\frac{(1-q^2/4)\mathbf S+\mathbf q\times\mathbf S+\tfrac12\mathbf q(\mathbf q\cdot\mathbf S)}{1+q^2/4}.
\label{cayley}
\end{equation}

The rotation vector itself depends on the spins. With $\mathbf x_i=g(\mathbf H_i\Delta t/\mu+\boldsymbol\beta_i)$, it is $\mathbf q_i=\mathbf x_i+\alpha\mathbf S_i\times\mathbf x_i$. Evaluate $\mathbf q^{(0)}$ at the old spins, make a trial step, evaluate $\mathbf q^{(1)}$ at the trial spins with the same $\boldsymbol\beta$, and rotate the old spins by the average. If $\delta\mathbf q=\mathbf q^{(1)}-\mathbf q^{(0)}$, the second-order change is
\begin{equation}
\tfrac12\,\delta\mathbf q\times\mathbf S+\tfrac12\,\mathbf q^{(0)}\times(\mathbf q^{(0)}\times\mathbf S).
\end{equation}
This is half the change of the displacement field $\mathbf q(\mathbf S)\times\mathbf S$ along its own direction, which is the second-order term required by Stratonovich noise. Using $\mathbf q^{(0)}$ alone would lose the first part. Its noise-noise piece, $-\tfrac12\alpha\,\delta\mathbf S\,(\mathbf x\cdot\mathbf S)$ with $\delta\mathbf S=\mathbf q^{(0)}\times\mathbf S$, averages to zero with or without exchange, because the parallel and perpendicular noise components are independent. With an exchange field the mean of the first part is of order $\Delta t^2$: it does not change the limit of small steps, but it improves the accuracy at finite step.

\section{Returning the spin heat}

A prescribed $T_e(t)$ lets spins draw energy without cooling the electrons. The mean flow follows from the same drift and diffusion:
\begin{equation}
\frac{d\langle E\rangle}{dt}=\Big\langle-\Lambda\sum_i|\nabla_iE|^2+\Lambda kT_e\sum_i\nabla_i^2E\Big\rangle .
\end{equation}
Here $|\nabla_iE|=|\mathbf S_i\times\mathbf H_i|$. As a function of $\mathbf S_i$, $E$ is $-\mathbf S_i\cdot\mathbf H_i$ plus a constant. The free decay rate $2D_r$ in Eq.~\eqref{free} shows that $\nabla_i^2\mathbf S_i=-2\mathbf S_i$, so $\nabla_i^2E=2\mathbf S_i\cdot\mathbf H_i$ and
\begin{align}
\frac{d\langle E\rangle}{dt}&=\Lambda\Big\langle2kT_e\sum_i\mathbf S_i\cdot\mathbf H_i-\sum_i|\mathbf S_i\times\mathbf H_i|^2\Big\rangle,\label{flow}\\
kT_s&=\frac{\langle\sum_i|\mathbf S_i\times\mathbf H_i|^2\rangle}{2\langle\sum_i\mathbf S_i\cdot\mathbf H_i\rangle}.
\end{align}
The spin temperature $T_s$ is the bath temperature at which the mean flow stops. For $n$ atoms per volume, the flow density is $G_s(T_e-T_s)$ with $G_s=2\Lambda kn\langle\mathbf S\cdot\mathbf H\rangle$. For a spin configuration drawn at 100 K and suddenly exposed to a 1000 K bath, the simulated flow was 0.999 of Eq.~\eqref{flow}.

It is tempting to charge the electrons with this mean flow. The noise, however, also changes $E$ by a random amount of zero mean and variance $2\Lambda kT_e\sum_i|\mathbf S_i\times\mathbf H_i|^2\Delta t$. If the bath does not pay for it, the total energy performs a random walk. The scheme therefore subtracts the actual change $\Delta E$. Let $\gamma_eT_e$ be the electron heat capacity, $C_l$ that of the lattice at temperature $T_l$, $G$ their coupling and $P$ the absorbed laser power, all per volume. Then
\begin{align}
\frac{d}{dt}\frac{\gamma_eT_e^2}{2}&=P-G(T_e-T_l)-\frac nN\frac{dE}{dt},\\
C_l\frac{dT_l}{dt}&=G(T_e-T_l).
\end{align}
One step of the algorithm is:
\begin{enumerate}
\item Advance $T_e$ and $T_l$ without the spin term by fourth-order Runge--Kutta, integrating $T_e$ as well.
\item Draw the impulses from Eq.~\eqref{variance} and move the spins by the averaged rotation.
\item Compute $\Delta E$ and replace $T_e^2$ by $T_e^2-2n\Delta E/(N\gamma_e)$.
\end{enumerate}

The step must be short compared with the electron cooling time $\gamma_eT_e/(G+G_s)$, and the sample must be large. In canonical equilibrium an electron bath of total heat capacity $C$ fluctuates by $\delta T_e/T_e=\sqrt{k/C}$; too few atoms would make its temperature ill defined. For the 1620 spins used below this is about 11\% at 100 K and 7\% at 210 K. These are canonical estimates. In the scheme the heat exchange with the lattice carries no noise, so its own fluctuations need not equal them.

\section{An independent equilibrium}

A magnetization that has stopped changing may still be wrong. After heating, the bath is clamped at the late mean lattice temperature, so that the target becomes the canonical law. The reference is a Monte Carlo calculation on the same lattice, which uses neither damping nor time steps. It redraws each spin in the field of its neighbours, with density proportional to $e^{xc}$, where $c=\cos\theta$ and $x=|\mathbf H_i|/kT$. Setting the cumulative probability equal to a uniform number $u$,
\begin{equation}
\frac{e^{xc}-e^{-x}}{e^x-e^{-x}}=u\quad\Longrightarrow\quad c=1+\frac1x\ln\!\big[u+(1-u)e^{-2x}\big].
\end{equation}
Reflections of spins about their local fields, which conserve energy, speed up the sampling.

The cold limit checks this reference. For small transverse parts $\mathbf s_i$, $\mathbf S_i\cdot\mathbf S_j\simeq1-\tfrac12|\mathbf s_i-\mathbf s_j|^2$, so the excess energy is $\tfrac J2\sum_{\rm pairs}|\mathbf s_i-\mathbf s_j|^2$. With twelve neighbours this quadratic form is $\tfrac12\sum_k\lambda_k|\mathbf s_k|^2$, where $\lambda_k$ are the eigenvalues of $J(12-\mathcal A)$ and $\mathcal A$ is the neighbour matrix. Equipartition gives $kT/\lambda_k$ for each of two transverse components. Hence, for $m=|\sum_i\mathbf S_i|/N$,
\begin{equation}
1-m\simeq\frac12\langle|\mathbf s_i|^2\rangle=\frac1N\sum_{k\neq0}\frac{kT}{\lambda_k}.
\end{equation}
The uniform mode is left out because it turns the whole magnetization without shortening it. At 10 K the sum gives 0.0110 and Monte Carlo 0.0111.

\section{A 10 nm gadolinium-like film}

The hcp cell has $a=0.363$ nm and $c=0.578$ nm, so $n=30.3$ nm$^{-3}$. Rough gadolinium-like values are $\mu=7.6\,\mu_B$, $\gamma_e=225$ J\,m$^{-3}$K$^{-2}$ and $G=2.5\times10^{17}$ W\,m$^{-3}$K$^{-1}$. The classical lattice capacity is $C_l=3nk=1.256\times10^6$ J\,m$^{-3}$K$^{-1}$. The model choices are $J=8.0$ meV between nearest neighbours and $\alpha=0.05$. Two periodic samples of 810 spins share one bath, with $\Delta t=2.5$ fs.

The film starts at 100 K and absorbs 0.20 mJ/cm$^2$ from a 50 fs pulse centred at 0.3 ps. Uniform absorption gives $2.0\ {\rm J\,m^{-2}}/10\ {\rm nm}=2.0\times10^8$ J\,m$^{-3}$. Without spins, $T_e$ rises by up to 48 K in one step, so a start-of-step rule would then miss about 24 K of the step mean. In the closed run below the effect is small: that rule raises the peak $T_e$ by about 4 K, $m$ at 0.35 ps by about 0.003 and $m$ at 1 ps by less than 0.001. The spin-free bath integrator agreed with a tight adaptive solver within $2\times10^{-5}$ K at three times up to 1 ps.

The closed run gives these means over 0.1 ps:
\begin{center}
\begin{tabular}{rrrrr}
$t$ (ps)&$T_e$ (K)&$T_l$ (K)&$T_s$ (K)&$m$\\
0.1&95&100&101&0.88\\
0.4&892&120&283&0.65\\
0.6&502&142&351&0.52\\
1.0&309&159&312&0.49\\
2.0&241&177&262&0.53\\
5.0&220&200&218&0.62\\
13.9&211&210&203&0.69
\end{tabular}
\end{center}
The electrons peak at 1066 K. The magnetization is lowest, 0.49, at 1.07 ps; in the means around 1.0 ps, $T_s$ is already slightly above $T_e$. These numbers and the table belong to one random path. Six other paths, each with its own starting state, gave peaks of 1056 to 1082 K, minima of 0.46 to 0.49 at 0.8 to 1.0 ps, $T_s$ above $T_e$ by 34 to 79 K around 1.0 ps, and $T_e$ of 92 to 107 K around 0.1 ps. By 2 ps the spins are the hotter partner and return heat to the electrons, while the lattice is still warming. The initial coupling $G_s=1.3\times10^{18}$ W\,m$^{-3}$K$^{-1}$ is five times $G$, so for equal temperature differences the electrons at first pass heat five times faster to the spins than to the lattice.

Halving the time step on the same random path changed neither the peak $T_e$ nor $m$ at 1 ps in the printed digits (0.0 K and 0.0000). Such exact agreement is not typical. At 0.4 ps the spins remove about 5 K from the electrons per step, and splitting the heat exchange delays part of it. On four other random paths, halving the step changed the peak by 0.04 to 1.1 K and $m$ at 1 ps by 0.0006 to 0.0022. Changes of up to about 2 K and 0.003, rather than the zeros, indicate the size of the time-step error; the scatter between paths is larger.

Over the last 4 ps the mean temperatures are 212 K for electrons and 209.8 K for the lattice. At 209.8 K, with Monte Carlo energies for the spins, the budget in units of $10^8$ J\,m$^{-3}$ is
\begin{equation}
\underbrace{1.379}_{C_l\,\Delta T}+\underbrace{0.038}_{\gamma_e\Delta(T^2)/2}+\underbrace{0.591}_{\rm spins}=2.008,
\end{equation}
against 2.000 absorbed. Closing the gap moves the predicted temperature to 209.4 K.

The bath is then held at 209.8 K for 22 ps, and the first 4 ps are dropped. Dynamics gives $m=0.692\pm0.005$ and Monte Carlo 0.685. The error comes from four time blocks, which may be correlated. The energies per spin are $-26.86$ and $-26.74$ meV, and the spin temperature is 209.7 K. Had the spin heat been ignored, the same pulse would have ended at 254 K with $m=0.55$. Equilibrium at a prescribed bath temperature would not have revealed that error; the energy balance does.

\section{Relation to a real film}

Gadolinium orders near room temperature, roughly 290 K. At 340 K the finite sample of the model retains only $m=0.12$, which suggests disorder; the ordering temperature of the model was not determined. The least secure parameter is $\alpha$. In gadolinium the localized 4f moments couple to the heated electrons through 5d spins, and one damping constant cannot represent both. Since $G_s\propto\alpha$ here, $\alpha=0.01$ would reduce it to about $2.6\times10^{17}$ W\,m$^{-3}$K$^{-1}$, close to $G$. The 1 ps minimum is therefore not a prediction for real gadolinium. Nonthermal electrons, anisotropy and longer-range exchange are also absent.

In relative terms, the classical excess of spin waves is largest at the start, although the absolute excess grows on heating. At 100 K free spin waves on the 810-site sample reduce $m$ by 0.110 classically but by 0.034 with quantum occupation, so the model begins too disordered. For the infinite lattice the two values rise to about 0.121 and 0.045, and their difference stays the same. Its spin heat capacity is also too large in the spin-wave regime; the resulting shift of the final temperature was not computed. For a rough Debye temperature of 160 K, the lattice capacity at 100 K is 0.88 of the classical value. Applying that deficit over the whole rise would warm the end state by about 9 K, an overestimate because the deficit shrinks on heating; the full Debye energy gives about 4 K.

In the other direction, a rough interface conductance of $10^8$ W\,m$^{-2}$K$^{-1}$ gives a leak time of about 200 ps and a loss of about 8 K by 14 ps. This is an overestimate, because it applies the final temperature rise from the start. A sample of 3600 spins lowers the equilibrium $m$ from 0.685 to 0.673. The dipolar scale, 2.7 T, is about 1\% of the 218 T exchange field. The full numerical output follows.

\section*{Calculated quantities}
\begin{verbatim}
Exchange J: 8.0 meV; moment: 7.6 mu_B
Damping: 0.05; time step: 2.5 fs
hcp cell a, c: 0.363, 0.578 nm
Atom density: 30.32 per nm3
Electron heat coefficient: 225 J/(m3 K2)
Lattice heat capacity: 1.256e+06 J/(m3 K)
Electron-lattice coupling: 2.50e+17 W/(m3 K)
Electron-spin coupling at start: 1.30e+18 W/(m3 K)
Film: 10 nm; fluence: 0.20 mJ/cm2
Absorbed energy density: 2.00e+08 J/m3
Pulse FWHM: 50 fs; centre: 0.3 ps
Spins: 2 samples of 810
Bath solver error: 1.7e-05 K
Largest T_e rise per step, no spins: 48.3 K
Ramp decay/exact, step-mean T: 1.000
Ramp decay/exact, step-start T: 0.909
Heat flow measured/formula: 0.9992
1-m at 10 K, Monte Carlo: 0.01114
1-m at 10 K, spin waves: 0.01102
Halved step, change of m at 1 ps: 0.0000
Halved step, change of peak T_e: 0.0 K
Start: T = 100 K, Monte Carlo m = 0.877
Peak T_e in closed run: 1066 K
Means over 0.1 ps: t(ps) T_e(K) T_l(K) T_s(K) m
  0.1     95   99.9    101  0.881
  0.3    701  104.8    151  0.817
  0.4    892  120.4    283  0.654
  0.6    502  141.9    351  0.519
  1.0    309  159.1    312  0.493
  2.0    241  176.6    262  0.533
  5.0    220  199.8    218  0.620
 10.0    208  209.0    207  0.676
 13.9    211  210.4    203  0.685
Lowest m: 0.489 at 1.07 ps
Late mean T_e: 212.3 K; T_l: 209.8 K
Final T from energy balance: 209.4 K
Energy taken by spins: 5.91e+07 J/m3
Clamp: 22 ps, first 4 ps dropped
Clamped m, dynamics: 0.692 +/- 0.005
Clamped m, Monte Carlo: 0.685
Energy per spin, dynamics: -26.86 meV
Energy per spin, Monte Carlo: -26.74 meV
Spin temperature in clamped bath: 209.7 K
Ignoring spin heat: T = 254.3 K, m = 0.554
Monte Carlo m at 340 K (finite sample): 0.124
Larger sample (3600 spins), m: 0.673
Magnon loss at start, classical: 0.110
Magnon loss at start, quantum: 0.034
Debye/classical heat capacity at start: 0.883
Debye temperature used (rough): 160 K
Interface conductance (rough): 1e+08 W/(m2 K)
Leak time: 197 ps; drop by 14 ps: 7.8 K
Dipolar scale: 2.69 T; exchange: 218 T
\end{verbatim}
